\section*{Resistivity times mean free path as a property of Fermi-surface shape}

\section{A product that ignores the speeds}

A model metal with a tetragonal cell has a resistivity $\rho$ and an electron mean free path $\lambda$. Their product is $8.00\times10^4\ \Omega\,\text{\AA}^2$ for current along the axis $a$ and $1.51\times10^5\ \Omega\,\text{\AA}^2$ along $c$. Now slow the electrons down unevenly, by a factor that varies between 0.5 and 1 over the Fermi surface, and leave the surface itself where it was. The product of resistivity and relaxation time, $\rho\tau$, grows by a factor 1.35 along $a$ and 1.65 along $c$. The product $\rho\lambda$ stays where it was in both directions, to within about one part in $10^3$.

Why does one product respond to the speeds and the other not? And what is left for $\rho\lambda$ to depend on? A sphere gives the first answer, and a surface of any shape the second.

\section{The simple case: a sphere}

The algebra uses atomic units, $\hbar=e=m=1$, with electron charge $-1$. For free electrons of density $n$ the Drude resistivity is $\rho=1/(n\tau)$. The Fermi speed equals $k_F$, so $\lambda=k_F\tau$ and
\begin{equation}
\rho\lambda=\frac{k_F}{n}=\frac{3\pi^2}{k_F^2},
\qquad n=\frac{k_F^3}{3\pi^2}.
\label{sphere}
\end{equation}
The relaxation time has cancelled. What remains is the inverse of an area in $k$ space. The mass is hidden here by the units. With a mass $m^*$ we would have $\rho=m^*/(n\tau)$ and $\lambda=k_F\tau/m^*$, and the mass would cancel too. So the sphere already suggests that the speed is irrelevant and the size of the surface is what counts.

To restore ordinary units, multiply by $\hbar/e^2=4108\ \Omega$. One electron per cell of $13.75\ \text{\AA}^3$ gives $k_F=1.291\ \text{\AA}^{-1}$ and
\[
\rho\lambda=4108\ \Omega\times\frac{29.61}{(1.291\ \text{\AA}^{-1})^2}
\approx 7.30\times10^4\ \Omega\,\text{\AA}^2 .
\]

\section{From the sphere to any surface}

\subsection{Assumptions and the distribution}

Let the bands $E(\mathbf k)$ be spin degenerate, with velocity $\mathbf v=\nabla_{\mathbf k}E$ and unit vector $\mathbf n=\mathbf v/|\mathbf v|$. The field $\boldsymbol{\mathcal E}$ is weak, static and uniform, and exerts the force $\mathbf F=-\boldsymbol{\mathcal E}$. Collisions are described by a relaxation time $\tau(\mathbf k)=\lambda/|\mathbf v|$, with the same $\lambda$ at every point. The stationary Boltzmann equation is then
\begin{equation}
\mathbf F\cdot\frac{\partial f}{\partial\mathbf k}
=-\frac{|\mathbf v|}{\lambda}\,(f-f_0),
\label{boltz}
\end{equation}
where $f_0(E)$ is the Fermi function. Write $f=f_0+f_1$ and keep terms linear in $\mathbf F$. On the left $f$ may be replaced by $f_0$, whose gradient is $\mathbf v\,\partial f_0/\partial E$. Hence
\begin{equation}
f_1=-\frac{\lambda}{|\mathbf v|}\,\mathbf F\cdot\mathbf v\,
\frac{\partial f_0}{\partial E}
=\lambda\,(\mathbf F\cdot\mathbf n)
\left(-\frac{\partial f_0}{\partial E}\right).
\label{f1}
\end{equation}
A slow electron is accelerated for longer between collisions, since $\tau=\lambda/|\mathbf v|$, but gains energy from the field at a lower rate, $\mathbf F\cdot\mathbf v$. The two effects compensate: the energy gained over one free path is $\lambda\,\mathbf F\cdot\mathbf n$, whatever the speed.

The relaxation form must also conserve charge. The total collision rate is proportional to $\int d^3k\,|\mathbf v|f_1/\lambda=\mathbf F\cdot\int d^3k\,\mathbf v(-\partial f_0/\partial E)$. The last integrand is the gradient of $-f_0$, a periodic function, so its integral over the Brillouin zone vanishes, as it should.

\subsection{The current}

The equilibrium part $f_0$ carries no current, because $\mathbf v f_0(E)$ is again the gradient of a periodic function. With two spins and charge $-1$,
\begin{equation}
J_i=-2\int\!\frac{d^3k}{(2\pi)^3}\,v_i f_1
=2\lambda\int\!\frac{d^3k}{(2\pi)^3}\,v_i n_j
\left(-\frac{\partial f_0}{\partial E}\right)\mathcal E_j ,
\end{equation}
summed over $j$. The two minus signs, from the charge and from $\mathbf F=-\boldsymbol{\mathcal E}$, cancel. Reading off $J_i=\sigma_{ij}\mathcal E_j$ gives
\begin{equation}
\sigma_{ij}=2\lambda\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{v_iv_j}{|\mathbf v|}\left(-\frac{\partial f_0}{\partial E}\right).
\label{zone}
\end{equation}

One speed still stands in this integral. It goes when the volume is cut into shells of constant energy. Along the normal $dE=|\mathbf v|\,dk_\perp$, so $d^3k=dS\,dk_\perp=dS\,dE/|\mathbf v|$. Define
\begin{equation}
S_{ij}(E)=\int_{E(\mathbf k)=E}dS\,n_in_j ,
\end{equation}
taken over all sheets in one Brillouin zone. Since $2/(2\pi)^3=1/(4\pi^3)$,
\begin{equation}
\sigma_{ij}=\frac{\lambda}{4\pi^3}\int dE
\left(-\frac{\partial f_0}{\partial E}\right)S_{ij}(E)
\;\xrightarrow{T\to0}\;\frac{\lambda}{4\pi^3}\,S_{ij}(\mu).
\label{sigma}
\end{equation}
Inverting the tensor,
\begin{equation}
(\rho\lambda)_{ij}=4\pi^3\,(S^{-1})_{ij},
\qquad
(\rho\lambda)_i=\frac{4\pi^3}{\int dS\,n_i^2}
\ \text{ on a principal axis.}
\label{main}
\end{equation}

The velocity directions in this result are not separate information. The gradient of $E$ is perpendicular to a surface of constant $E$, so $\mathbf n$ is the surface normal. Under the stated assumptions the shape of the Fermi surface fixes $\rho\lambda$ completely. The resistivity itself does depend on speeds and on scattering, through $\lambda$.

\subsection{Two limits}

On a sphere each $n_i^2$ averages to $1/3$, so $\int dS\,n_i^2=4\pi k_F^2/3$ and (\ref{main}) returns $3\pi^2/k_F^2$, as in (\ref{sphere}).

A layered metal with no hopping between layers has a cylinder of radius $k_r$ and height $2\pi/c$. In the plane $n_x^2$ averages to $1/2$, so
\[
\int dS\,n_x^2=\frac12\,(2\pi k_r)\,\frac{2\pi}{c}=\frac{2\pi^2k_r}{c},
\qquad (\rho\lambda)_x=\frac{2\pi c}{k_r}.
\]
The Drude argument agrees: $n=k_r^2/(2\pi c)$, and $k_r/n=2\pi c/k_r$. Along the cylinder axis $n_z=0$ and the product diverges. Before that limit is reached the free path projected on the axis, $\lambda|n_z|$, falls below the layer spacing, and the picture of an electron crossing several layers between collisions no longer applies.

\subsection{What happens when the speeds change}

Replace the band by
\begin{equation}
\tilde E(\mathbf k)-\mu=h(\mathbf k)\,[E(\mathbf k)-\mu],\qquad h>0 .
\end{equation}
Its gradient is $h\mathbf v+(E-\mu)\nabla h$, which reduces to $h\mathbf v$ on the Fermi surface. The surface and its normals are unchanged and the speeds are multiplied by $h$. Equation (\ref{main}) contains no speed, so $\rho\lambda$ is invariant. For a constant relaxation time, by contrast, $\lambda$ in (\ref{zone}) is replaced by $|\mathbf v|\tau$, and
\begin{equation}
\frac{1}{(\rho\tau)_i}=\frac{1}{4\pi^3}\int dS\,n_i^2\,|\mathbf v| ,
\label{rhotau}
\end{equation}
which does change. This is the contrast of the opening, where $h=\tfrac12[1+\cos^2(k_zc)]$.

\section{A tetragonal metal}

Take one orbital per cell, with
\begin{align}
E={}&-2t_a(\cos k_xa+\cos k_ya)-4t_d\cos k_xa\,\cos k_ya\nonumber\\
&-2t_c\cos k_zc .
\end{align}
The parameters are $a=2.3$ and $c=2.6$ \AA, with $t_a=1.0$, $t_d=0.1$ and $t_c=0.6$ eV. One electron per cell fills half the zone and puts the chemical potential at $\mu=0.145$ eV. The surface integrals are
\[
\int dS\,n_a^2=6.366,\qquad \int dS\,n_c^2=3.370\ \ \text{\AA}^{-2}.
\]
With $4\pi^3=124.0$,
\begin{align}
(\rho\lambda)_a&=\frac{4108\times124.0}{6.366}
\approx8.00\times10^4\ \Omega\,\text{\AA}^2=80.0\ \mu\Omega\,\text{cm nm},\\
(\rho\lambda)_c&=\frac{4108\times124.0}{3.370}
\approx1.51\times10^5\ \Omega\,\text{\AA}^2=151\ \mu\Omega\,\text{cm nm}.
\end{align}

These values come from a triangulated surface and use the positions of its points alone. The zone integral (\ref{zone}), which uses energies and velocities, was evaluated at $kT=0.03$ and $0.06$ eV and extrapolated to zero temperature. It gives the same two products to four digits. The linear response (\ref{f1}) was tested separately by solving (\ref{boltz}) at a finite force of $10^{-6}$ eV/\AA, with $kT=0.3$ eV. For $\lambda=50$ and $200$ \AA\ the current divided by $\lambda$ agreed with the linear formula within one part in $10^3$.

\subsection{Reading the anisotropy}

Because $n_x^2+n_y^2+n_z^2=1$, the three directions share the total area $A$:
\begin{equation}
\sum_i\frac{1}{(\rho\lambda)_i}=\frac{A}{4\pi^3}.
\label{trace}
\end{equation}
Here $2\times6.366+3.370=16.10\ \text{\AA}^{-2}$, the area found directly. The $c$ direction receives $3.370/16.10=21\%$ of it, against one third for an isotropic metal. The weak axial hopping is responsible: $v_z=2t_cc\sin k_zc$ reaches at most $3.1$ eV\,\AA, while $v_x=2a\sin k_xa\,(t_a+2t_d\cos k_ya)$ reaches $5.2$ eV\,\AA\ on the Fermi surface. The normals therefore lean towards the plane, and the product is 1.89 times larger along $c$.

The same expression explains why slowing the electrons hurt the $c$ direction more. The weight $n_z^2$ in (\ref{rhotau}) is proportional to $\sin^2k_zc$ at given $|\mathbf v|$, so it favours places where $\cos^2k_zc$, and with it $h$, is small.

\subsection{A current between the axes}

Let the current flow along $\mathbf u$, at angle $\theta$ from $c$. In a long narrow line the current direction is imposed and a transverse field builds up. The measured resistivity is the field component along $\mathbf u$ per unit current,
\begin{equation}
\rho_u=\mathbf u\cdot\rho\,\mathbf u
=\rho_a\sin^2\theta+\rho_c\cos^2\theta .
\end{equation}
If the field direction is imposed instead, the ratio of field to current along $\mathbf u$ is
\[
\frac{1}{\mathbf u\cdot\sigma\,\mathbf u}
=\left(\frac{\sin^2\theta}{\rho_a}+\frac{\cos^2\theta}{\rho_c}\right)^{-1}.
\]
At $45^\circ$ the first is the arithmetic mean and the second the harmonic mean, which is smaller. Multiplied by $\lambda$ they are $1.16\times10^5$ and $1.05\times10^5\ \Omega\,\text{\AA}^2$. Inserting $\int dS\,n_u^2$ into the principal-axis formula gives the second number, not the one a line would show.

\section{Where the conditions matter}

\subsection{Temperature}

At finite temperature, expand $S_{ij}(E)$ in (\ref{sigma}) about $\mu$. The linear term vanishes because $-\partial f_0/\partial E$ is even about $\mu$, and $\int dE\,(E-\mu)^2(-\partial f_0/\partial E)=\pi^2(kT)^2/3$. Thus
\begin{equation}
\sigma_{ij}=\frac{\lambda}{4\pi^3}
\left[S_{ij}(\mu)+\frac{\pi^2}{6}(kT)^2S_{ij}''(\mu)+\dots\right].
\end{equation}
At fixed filling $\mu$ also moves at order $(kT)^2$. The expansion needs $S_{ij}$ to be smooth over several $kT$. In this band the nearest energy at which the surface changes its connection is $4t_d-2t_c=-0.8$ eV, far from $\mu$ on the scale $kT=0.0345$ eV at 400 K. The change of $\rho\lambda$ from zero to 400 K is accordingly small, $0.02\%$ along $a$ and $0.06\%$ along $c$, with $\lambda$ taken as independent of energy. Heating changes the resistivity of such a metal mainly through $\lambda$.

\subsection{A mean free path that varies}

Write $\lambda(\mathbf k)=\bar\lambda\,g(\mathbf k)$, where $g$ has area average one. The steps leading to (\ref{sigma}) go through with $g$ inside the integral:
\begin{equation}
\sigma_{ij}=\frac{\bar\lambda}{4\pi^3}\int dS\,g\,n_in_j .
\end{equation}
The overall strength of scattering still cancels from $\rho\bar\lambda$, but its pattern over the surface does not. Since $\int dS\,g=A$, the sum rule (\ref{trace}) survives with $\bar\lambda$ in place of $\lambda$. A varying mean free path redistributes conductivity among the directions and leaves the sum alone.

Constant $\tau$ is one such pattern, $g=|\mathbf v|/\langle|\mathbf v|\rangle$. It gives $7.81\times10^4$ along $a$ and $1.67\times10^5\ \Omega\,\text{\AA}^2$ along $c$. Relative to constant $\lambda$ these are shifts of $-2\%$ and $+10\%$, and the ratio rises from 1.89 to 2.14. For this surface the choice between the two assumptions matters mostly in the harder direction.

If scattering into a state depends on the rest of the distribution, a relaxation time in general no longer suffices. The linearised equation is then $\mathbf F\cdot\mathbf v(-\partial f_0/\partial E)=Cf_1$ with a linear collision operator $C$. Multiplying $C$ by a number $s$ divides $f_1$, the conductivity and every free path by $s$. The strength again cancels, while the angular pattern of the scattering enters alongside the geometry.

\section{Films and grain boundaries}

\subsection{Diffuse walls}

Consider a film of thickness $d$ with normal $z$, carrying current along $x$, where both are mirror axes. Electrons leave a diffuse wall with $f_1=0$. Inside, the Boltzmann equation divided by $|\mathbf v|$ is
\begin{equation}
n_z\frac{\partial f_1}{\partial z}+\frac{f_1}{\lambda}
=(\mathbf F\cdot\mathbf n)\left(-\frac{\partial f_0}{\partial E}\right).
\end{equation}
The speed has dropped out once more. At distance $s$ from the wall an electron has left, $f_1$ is its bulk value times $1-e^{-s/\ell}$, with $\ell=\lambda|n_z|$. Averaging over $0<s<d$ gives each surface element the factor
\begin{equation}
\frac1d\int_0^d\!ds\,(1-e^{-s/\ell})
=1-\frac{\ell}{d}\left(1-e^{-d/\ell}\right).
\label{film}
\end{equation}
For $d\gg\lambda$ the exponential can be dropped, and
\begin{equation}
\rho_{\rm film}\simeq\rho+\kappa\,\frac{\rho\lambda}{d},
\qquad
\kappa=\frac{\int dS\,n_x^2|n_z|}{\int dS\,n_x^2}.
\label{thick}
\end{equation}
On a sphere, with $u=|n_z|$ uniform between 0 and 1, the numerator averages to $\frac12\int_0^1(1-u^2)u\,du=\frac18$ and the denominator to $\frac13$, so $\kappa=3/8$. The excess resistivity of a thick film is thus a second quantity set by the surface shape.

Let $\lambda=10$ nm. The bulk resistivities are $80.0/10=8.0$ and $151/10=15.1\ \mu\Omega\,$cm. For $d=10$ nm the full factor (\ref{film}) gives:
\begin{center}
\begin{tabular}{llll}
current & normal & $\kappa$ & $\rho_{\rm film}$ ($\mu\Omega\,$cm)\\
$a$ & $c$ & 0.361 & 11.8\\
$a$ & $b$ & 0.526 & 13.9\\
$c$ & $a$ & 0.512 & 25.8
\end{tabular}
\end{center}
The first two rows have the same bulk resistivity. They differ because fewer electrons head steeply for a wall whose normal is $c$. Equation (\ref{thick}) would give 10.9, 12.2 and 22.9 $\mu\Omega\,$cm, which is 7 to 12\% below the full result: at $d=\lambda$ the leading term is no longer accurate.

\subsection{Grain boundaries}

A flat boundary normal to the current can be sized by counting modes. Per spin and unit area, the states arriving from one side number
\begin{equation}
M=\frac{1}{(2\pi)^2}\int_{n_x>0}\!dS\,n_x
=\frac{1}{8\pi^2}\int dS\,|n_x| ,
\end{equation}
the projected area of half the surface over $(2\pi)^2$. If all modes are transmitted with probability $T=1-R$, the conductance per area is $MT/\pi$. Subtracting the resistance $\pi/M$ that remains at $T=1$ leaves $(\pi/M)R/(1-R)$ for the boundary. Without interference two boundaries transmit $T_{12}=T_1T_2/(1-R_1R_2)$, so that
\[
\frac{1-T_{12}}{T_{12}}
=\frac{R_1(1-R_2)+R_2(1-R_1)}{T_1T_2}
=\frac{R_1}{T_1}+\frac{R_2}{T_2},
\]
and the contributions add. At spacing $D$ the addition to the resistivity is $(\pi/M)R/[(1-R)D]$.

Along $a$, $M=0.121\ \text{\AA}^{-2}$. With $R=0.3$ and $D=20$ nm the addition is about 2.3 $\mu\Omega\,$cm; along $c$ it is 3.3. This is an estimate, since $R$ was given one value for all angles, the arriving electrons were taken to fill all modes evenly, and interference was left out. Even filling holds when the boundaries dominate the scattering. At $D=2\lambda$ bulk scattering weights the arriving states by $n_x$, and the addition is somewhat larger than the mode count; on a sphere, for weak reflection and $D\gg\lambda$, the factor is $9/8$.

\section{Beside a real interconnect metal}

The volume per atom, the resistivity along $a$ and the 10 nm dimensions lie in the rough range of ruthenium lines, whose bulk resistivity is near 7 $\mu\Omega\,$cm. The band is not that of ruthenium, which is hexagonal and has several Fermi-surface sheets. The factor 1.9 between the axes follows from the chosen hoppings and cell edges. It is larger than ruthenium's bulk anisotropy, roughly 1.3, and of the opposite sense, since ruthenium conducts better along $c$; the product along $c$ is likewise high for a metal considered for interconnects. In real lines, walls and grain boundaries add to the bulk resistivity. For the model's current along $a$, one pair of diffuse walls raises 8.0 to 11.8 or 13.9 $\mu\Omega\,$cm in the two films above, and the assumed boundaries alone would add about 2.3. A line has a second pair of walls, which, if diffuse, raises the resistivity further.

Lifetime broadening is also absent. Its scale, $\hbar\langle|\mathbf v|\rangle/\lambda=5.5/100=0.055$ eV, exceeds $kT$ at 400 K. Its effect on the product was not computed. The corresponding blur of the surface, $1/\lambda=0.01\ \text{\AA}^{-1}$, is below one percent of the equal-density $k_F$, which suggests a small correction.

For choosing a metal or a growth direction, (\ref{thick}) supports a limited rule. At fixed thickness, with diffuse walls, uniform $\lambda$ and $d\gg\lambda$, the size-induced excess is ranked by $\kappa\rho\lambda$. For the three orientations above this is 29, 42 and 77 $\mu\Omega\,$cm nm. The bulk resistivity must still be added, and it depends on how strongly the metal scatters. The full set of values is in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
cell edge a: 2.3 angstrom
cell edge c: 2.6 angstrom
cell volume: 13.75 angstrom^3
hopping in plane: 1 eV
hopping diagonal: 0.1 eV
hopping axial: 0.6 eV
chemical potential: 0.1451 eV
hbar/e^2: 4108.24 ohm
Fermi surface area: 16.1 angstrom^-2
integral dS n_a^2: 6.366 angstrom^-2
integral dS n_c^2: 3.37 angstrom^-2
rho*L along a: 8.004e+04 ohm angstrom^2
rho*L along c: 1.512e+05 ohm angstrom^2
rho*L along a, converted: 80.04 micro-ohm cm nm
rho*L along c, converted: 151.2 micro-ohm cm nm
ratio c to a: 1.889
zone sum, rho*L along a: 8.004e+04 ohm angstrom^2
zone sum, rho*L along c: 1.512e+05 ohm angstrom^2
speeds changed, rho*L a: 8.005e+04 ohm angstrom^2
speeds changed, rho*L c: 1.512e+05 ohm angstrom^2
speeds changed, rho*tau a grows by factor: 1.352
speeds changed, rho*tau c grows by factor: 1.653
equal-density sphere k_F: 1.291 angstrom^-1
equal-density sphere rho*L: 7.296e+04 ohm angstrom^2
45 deg, imposed current: 1.156e+05 ohm angstrom^2
45 deg, imposed field: 1.047e+05 ohm angstrom^2
mean free path: 10 nm
bulk resistivity a: 8.004 micro-ohm cm
bulk resistivity c: 15.12 micro-ohm cm
400 K change of rho*L a: 0.016 percent
400 K change of rho*L c: 0.059 percent
constant tau, rho*mean L a: 7.809e+04 ohm angstrom^2
constant tau, rho*mean L c: 1.669e+05 ohm angstrom^2
constant tau, ratio c to a: 2.137
mean hbar*speed: 5.515 eV angstrom
lifetime broadening: 0.0552 eV
thermal energy at 400 K: 0.0345 eV
film thickness: 10 nm
kappa, current a, normal c: 0.3608
film resistivity, current a, normal c: 11.75 micro-ohm cm
kappa, current a, normal b: 0.5264
film resistivity, current a, normal b: 13.92 micro-ohm cm
kappa, current c, normal a: 0.5119
film resistivity, current c, normal a: 25.78 micro-ohm cm
grain spacing: 20 nm
boundary reflection: 0.3
modes per area a: 0.121 angstrom^-2
modes per area c: 0.08316 angstrom^-2
grain-boundary addition a: 2.28 micro-ohm cm
grain-boundary addition c: 3.33 micro-ohm cm
\end{verbatim}
